# The Read Window of a Complementary Resistive Switch

In a crossbar of plain resistive cells, a cell in its high-resistance state may be misread. If the unselected wires are left floating, three neighbours in their low-resistance state, joined by the row and column wires, can form a path around it, and their current can be mistaken for that of the selected cell. Two bipolar cells joined back to back keep the current on this path small, because one of them can always be left in its high state. But the pair then has the same total resistance whichever bit it stores. A read voltage that is too low finds no difference between the bits, and one that is too high drives both into the same final state. The read studied here turns one of the bits into a steady state of low total resistance, and it works only if there is a voltage between these two failures.

## Cells, polarities and states

Each cell has a low resistance $R_L$, a high resistance $R_H$ and the ratio $r=R_H/R_L>1$. Let $u$ be the voltage across a cell, counted in its own polarity. The cell obeys two rules:

- from high to low resistance (set) when $u$ rises to $+V_S$;
- from low to high resistance (reset) when $u$ falls to $-V_R$.

Both $V_S$ and $V_R$ are positive, so $V_R$ is the magnitude of the reset voltage. The states are taken as ohmic and the thresholds as sharp. Once a set has begun, it is assumed to run to completion; this assumption is relaxed below.

Cells A and B are identical and connected in series with opposite orientation. A total voltage $V$ divides into $V_A$ and $V_B$, both counted along the direction of the current:

$$V=V_A+V_B,\qquad u_A=V_A,\qquad u_B=-V_B. \tag{1}$$

For $V>0$, A is therefore driven towards set and B towards reset. The two storage states and the state that appears during reading are

- state 0: A high, B low;
- state 1: A low, B high;
- ON: both low.

A positive voltage is now raised from zero. The edge values themselves are left out of the statements about intervals.

## The lower edge

In state 0 the common current is $I=V/(R_H+R_L)$, so the two voltages are

$$V_A=\frac{R_H}{R_H+R_L}V=\frac{r}{1+r}V,\qquad V_B=\frac{V}{1+r}. \tag{2}$$

Cell A sets when $V_A=V_S$. Solving the first part of (2) for $V$ gives

$$V_1=\frac{1+r}{r}V_S=V_S\left(1+\frac1r\right). \tag{3}$$

The low cell B takes a small share of the voltage, and the applied voltage must exceed $V_S$ by that share. The relative correction is $1/r$, so $V_1\to V_S$ for a large ratio.

B must not reset before A sets. At $V=V_1$, equation (2) gives $V_B=V_1/(1+r)=V_S/r$, and the required condition is

$$V_R>\frac{V_S}{r}. \tag{4}$$

A large ratio makes this a weak demand. If (4) failed, B would reset first and leave both cells high.

## The upper edge

After A has set, both cells are low and carry the same current through equal resistances. Hence

$$V_A=V_B=\frac V2,\qquad u_B=-\frac V2. \tag{5}$$

A is low and under set polarity, so it stays low. B is low and under reset polarity, and it resets when $-V/2=-V_R$:

$$V_2=2V_R. \tag{6}$$

The factor two is the price of sharing the voltage with an equal partner. The high resistance does not enter, because neither cell is high at this moment.

Equation (6) does not need ohmic low states. Let the low-state current be $f(u)$, strictly increasing and odd. The current $I$ through A is $f(V_A)$. B is turned round, so in its own polarity it has voltage $-V_B$ and current $-I$. This gives $-I=f(-V_B)=-f(V_B)$, hence $f(V_A)=f(V_B)$. Since $f$ is strictly increasing, $V_A=V_B=V/2$ again. A rectifying low state is not odd, and for it the equal division is lost.

## The window

State 1 has A low with $u_A>0$, while a low cell can leave its state only at $u=-V_R$. It has B high with $u_B<0$, while a high cell can leave its state only at $u=+V_S$. In this model no positive voltage changes state 1.

A positive voltage therefore turns state 0 into ON, and leaves state 1 as it was, when

$$\boxed{V_S\left(1+\frac1r\right)<V<2V_R}\qquad\xrightarrow{\;r\to\infty\;}\qquad V_S<V<2V_R. \tag{7}$$

The interval exists only if

$$V_S\left(1+\frac1r\right)<2V_R. \tag{8}$$

A large on-off ratio does not secure this inequality. As $r\to\infty$ it still demands $V_R>V_S/2$. When (8) holds, (4) follows from it: dividing (8) by $1+r$ gives $V_S/r<2V_R/(1+r)$, and the right side is below $V_R$ because $r>1$.

If (8) fails while (4) holds, A sets at $V_1$ and B at once receives $V_1/2\ge V_R$. B then resets, and the pair passes from state 0 to state 1 without a lasting ON state. A short current pulse may mark the passage, but no steady read current does.

## Signal, write-back and half-selected cells

Inside the window the two bits give the currents

$$I_{\rm ON}=\frac{V}{2R_L},\qquad I_1=\frac{V}{R_L+R_H},\qquad \frac{I_{\rm ON}}{I_1}=\frac{R_L+R_H}{2R_L}=\frac{r+1}{2}. \tag{9}$$

Below $V_1$ both bits have the resistance $R_L+R_H$. This is what keeps the current on each path around a selected cell small, and it is also why the bits cannot be told apart there. In a large array with floating wires, many such small currents still add up. With identical ohmic pairs and ideal wires their sum does not depend on the stored data: the difference $I_{\rm ON}-I_1$ is unchanged, but it sits on a growing background and the ratio falls, for the example below from 50.5 to about 1.8 in a $128\times128$ array. Spread of the cells and resistance in the wires or the sensing circuit then decide whether the bits can still be told apart.

Reading state 0 destroys it, since the pair ends in ON. When $V$ is negative the roles of A and B are exchanged. In ON, A then has $u_A=V/2$ and resets when $V<-2V_R$, which restores state 0.

To write state 1 from either stored state, a positive pulse $V_w$ must exceed both $V_1$ and $2V_R$. In the half-voltage scheme the unselected lines are held at $V_w/2$, so pairs that share one line with the selected pair receive $V_w/2$. They keep their bit if $V_w/2<V_1$. With an open read window, where $V_1<2V_R$, the write range is

$$2V_R<V_w<2V_1. \tag{10}$$

It is not empty if $V_R<V_1$. Reading and half-voltage writing together require

$$\frac{V_1}{2}<V_R<V_1. \tag{11}$$

## Worked example

The parameters are rough typical values for a filamentary hafnium-oxide cell: $V_S=1.2$ V, $V_R=1.0$ V, $R_L=10$ kΩ and $R_H=1000$ kΩ, so $r=100$. From (3) and (6),

$$V_1=1.2\,(1+0.01)\ {\rm V}=1.212\ {\rm V},\qquad V_2=2\times1.0\ {\rm V}=2.0\ {\rm V}.$$

The window is 0.788 V wide and its middle lies at 1.606 V. A read voltage of 1.6 V is therefore nearly central. Equation (9) gives

$$I_{\rm ON}=\frac{1.6\ {\rm V}}{20\ {\rm k\Omega}}=80\ {\rm \mu A},\qquad I_1=\frac{1.6\ {\rm V}}{1010\ {\rm k\Omega}}=1.58\ {\rm \mu A},$$

with a ratio of 50.5. The write range (10) runs from 2.0 V to 2.424 V, and 2.2 V is chosen. Condition (11) reads $0.606<1.0<1.212$ in volts and is met.

## Curved high state and line resistance

The current of a high state usually grows faster than its voltage. Let it be $I_H(u)$. When A reaches $V_S$, the current is $I_H(V_S)$ and B takes $R_LI_H(V_S)$, so

$$V_1=V_S+R_LI_H(V_S). \tag{12}$$

Take $I_H(u)=(V_c/R_H)\sinh(u/V_c)$ with $V_c=0.4$ V, which keeps the resistance at small voltage. Then $I_H(1.2\ {\rm V})=0.4\sinh 3\ {\rm \mu A}=4.0$ µA, and $V_1$ rises only to 1.240 V. The upper edge is unchanged. The signal suffers far more. In state 1 at 1.6 V, the current solves $1.6\ {\rm V}=R_LI+V_c\,{\rm arsinh}(IR_H/V_c)$. A numerical root search gives 8.77 µA, and the current ratio falls from 50.5 to 9.1. The ratio $r$ measured at small voltage can thus give a good estimate of the window and a poor one of the contrast.

A line resistance $R_s$ in series adds $IR_s$ to the voltage at each edge. The edge currents are $V_S/R_H$ and $V_R/R_L$, hence

$$V_1=V_S\left(1+\frac{R_L+R_s}{R_H}\right),\qquad V_2=V_R\left(2+\frac{R_s}{R_L}\right). \tag{13}$$

For $R_s=1$ kΩ the edges are 1.213 V and 2.1 V. The window widens for this pair, but a write pulse must now exceed 2.1 V. Pairs at different places in an array have different $R_s$, and one common write voltage must serve the farthest.

## Unequal cells

Let the low resistances be $R_A$ and $R_B$, the set voltage of A be $V_{S,A}$ and the reset magnitude of B be $V_{R,B}$. At the lower edge the current is $V_{S,A}/R_H$. At the upper edge it is $V_{R,B}/R_B$, and A takes $R_A$ times this current. Therefore

$$V_1=V_{S,A}\left(1+\frac{R_B}{R_H}\right),\qquad V_2=V_{R,B}\left(1+\frac{R_A}{R_B}\right). \tag{14}$$

Take deviations of 10 % from the nominal values, each in the harmful direction: $V_{S,A}=1.32$ V, $V_{R,B}=0.9$ V, $R_A=9$ kΩ and $R_B=11$ kΩ. The edges become 1.335 V and $0.9\,(1+9/11)\ {\rm V}=1.636$ V. The window shrinks from 0.79 V to 0.30 V, and a read at 1.6 V is only 0.04 V below the upper edge. The lower edge rises by 0.12 V and the upper edge falls by 0.36 V. The lower reset threshold, which counts about twice, and the unequal division contribute about equally: 0.20 V and 0.16 V if the threshold is changed first, 0.18 V each in the other order.

## A set that stops early

When A sets, its own voltage falls from about $V$ to $V/2$. At 1.6 V this is 0.8 V, less than the 1.2 V that started the set. With a sharp threshold, completion therefore needs some positive feedback, such as local heating. Suppose instead that the resistance of A falls gradually and stops when $V_A$ has dropped to a hold voltage $V_h\le V_S$. The current is then $(V-V_h)/R_L$, and

$$R_A=\max\left[R_L,\ \frac{V_h}{V-V_h}R_L\right]. \tag{15}$$

The set is complete if $V\ge2V_h$. The voltage on B is $V-V_h$ for an incomplete set and $V/2$ for a complete one, and in each case this is the smaller of the two expressions. B resets when both have reached $V_R$, that is, when $V\ge V_R+V_h$ and $V\ge2V_R$. Hence

$$V_2=V_R+\max(V_R,V_h). \tag{16}$$

The result (6) survives for $V_h\le V_R$. In the opposite extreme, $V_h=V_S$, there is no feedback at all. At 1.6 V, A stops at $(1.2/0.4)\times10$ kΩ $=30$ kΩ, B receives 0.4 V, and the read current is 40 µA instead of 80 µA. With the ohmic high state the current ratio is 25.3. With B at $R_L$ the read still works, but the upper edge moves to 2.2 V, so the chosen write voltage has no margin left. Nor does B stay at $R_L$ when $V_h>V_R$: on a rising voltage the partner resets at $V_R+V_h<2V_h$, before the set is complete, and leaves the newly set cell at $V_h/V_R$ times the partner's resistance. Each change of the stored bit then multiplies the low resistance by this factor, here 1.2; after fifteen changes it is about 154 kΩ and the current ratio at 1.6 V is about 1.9. Near the lower edge the signal also vanishes in this limit: at $V=V_1$ equation (15) gives $R_A=rR_L=R_H$, the unswitched value. These stopping values belong to a sharp threshold. If switching only slows down below $V_S$, as in the next section, the resistance of A continues to fall with time.

## Time and temperature

A threshold belongs to a pulse length. Let the mean switching time at temperature $T$ and driving voltage $u$ (a magnitude) be

$$t=\frac1\nu\exp\left(\frac{E-au}{kT}\right), \tag{17}$$

with attempt rate $\nu$, barrier $E$ at zero voltage, and $a$ the barrier lowering per volt. The cell is taken to be at ambient temperature. Heating by its own current is left out, although it can shorten the lifetime of the ON state by orders of magnitude. Set and reset may have different $E$; $\nu$ and $a$ are taken equal. The threshold for a pulse of length $t_p$ follows from $t=t_p$:

$$V_{\rm th}(T)=\frac{E-kT\ln(\nu t_p)}{a}. \tag{18}$$

Subtracting its value at $T_0$, and writing $v_0=kT_0/a$, gives

$$\Delta V_{\rm th}=-\frac{k(T-T_0)}{a}\ln(\nu t_p)=-v_0\frac{T-T_0}{T_0}\ln(\nu t_p). \tag{19}$$

Choose $v_0=40$ mV at $T_0=300$ K, $\nu=10^{13}$ s$^{-1}$ and $t_p=1$ µs, which corresponds to a reset barrier of 1.06 eV. At 85 °C, or 358.15 K, both thresholds fall by 0.125 V. If the resistances do not change with temperature, the window moves by (3) and (6) to 1.086–1.750 V. The upper edge falls by twice the threshold shift. Twice the lower edge is now 2.17 V, so the chosen write voltage of 2.2 V no longer satisfies (10) at this temperature.

A low cell at a voltage $\delta$ below its reset threshold still resets eventually. Equations (17) and (18) give

$$t=t_p\exp\left(\frac{a\delta}{kT}\right). \tag{20}$$

During a read at 1.6 V, B has 0.8 V and $\delta=0.2$ V. The ON state then lasts $e^{5}$ µs, or 148 µs, at 300 K. At 85 °C both $\delta$ and the exponent are smaller, and it lasts 4.8 µs. These are mean times, so the read pulse must be much shorter if the ON state is to survive it reliably. The upper edge is thus a limit for a stated time.

Equation (17) is used here as a law for voltages near the thresholds, not for storage. Continued to zero voltage, these constants would keep a low cell low for only 20 hours at 300 K and about 90 s at 85 °C, far too short for a non-volatile memory. A cell that keeps its bits must have other constants or depart from (17) at low voltage.

The same law weakens (10). At half the write voltage, A in state 0 receives $1.1\times100/101\ {\rm V}=1.089$ V, which is 0.111 V below $V_S$. The mean time to an unwanted set is 16 pulses of 1 µs. A third-voltage scheme, in which every unselected pair receives at most $V_w/3$ in magnitude, raises this to about $1.4\times10^5$ pulses, if (17) still holds so far below the threshold. In that scheme, however, every pair of the array is stressed by every write, so writing a $1024\times1024$ array once with random data gives each pair about $5\times10^5$ pulses of the harmful polarity, more than this mean. With these kinetics, meeting the static condition (10) is not enough for half-voltage writing.

## The model beside a real device

Set and reset near 1 V, low resistances near 10 kΩ and ratios of 10 to 100 or more are plausible for hafnium-oxide filament cells. The spread, the curvature and the kinetic constants above are illustrative choices, and a particular device needs its own. Such devices have neither identical cells nor fixed thresholds. If the 10 % deviations are combined with use from 300 K to 85 °C, the highest lower edge is the cold one, 1.335 V. The lowest upper edge is the hot one, $(0.9-0.125)(1+9/11)\ {\rm V}=1.409$ V. About 0.07 V remains of the ideal 0.79 V, and 1.6 V lies outside it: a hot pair of this kind would pass from state 0 to state 1 during the read. With thresholds defined for 1 µs, a single read voltage for all these conditions would have to lie near 1.37 V. Even there a 1 µs read is unreliable: by (17) the cold pair needs 0.42 µs on average to set, and the hot pair keeps its ON state for only 1.6 µs on average. Half-voltage writing fails already at 300 K. With 10 % deviations in the directions harmful to writing, some pairs need more than $1.1\,(1+11/9)\ {\rm V}=2.444$ V, while others lose their bit on a shared line once the write voltage reaches $2\times1.08\,(1+0.009)\ {\rm V}=2.179$ V.

The high cell must also endure nearly the full voltage in reset polarity. In state 1 during a 2.2 V write, B receives 2.178 V. Across a 5 nm film this is a mean field of 4.4 MV/cm, close to the roughly 5 MV/cm at which such films may break down. If the whole voltage falls across a 2 nm gap in the filament, the field is 10.9 MV/cm. The immunity of state 1 therefore rests on an assumption about breakdown that equation (7) does not contain, and it has to be established for the device in question.

All numerical values are calculated from the stated model.
